# Where linear unscreening misjudges the exchange response of sodium: test program

```python
"""Slater-exchange kernel ratio in the sodium atom.

Result under test: for a small change of valence density at frozen core,
    R = f_x(nc + nv) / f_x(nv) = (1 + nc/nv)**(-2/3),
so linear unscreening overestimates the local exchange response by more than
a factor two exactly where nc/nv > 2**1.5 - 1.
nc: core density, nv: valence density, f_x = d v_x / d n,
v_x = -(3 n / pi)**(1/3), spin-unpolarized. Internal units: hartree, bohr.
The radial functions u(r) = r * R_nl(r) live on a mapped Legendre-Lobatto grid.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
Z = 11


class RadialGrid:
    def __init__(self, order, r_max, scale):
        self.r_max, self.scale, self.b = r_max, scale, 2 * scale / r_max
        x = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
        p = eval_legendre(order, x)
        gap = x[:, None] - x[None, :]
        np.fill_diagonal(gap, 1.0)
        d = p[:, None] / p[None, :] / gap
        np.fill_diagonal(d, 0.0)
        d[0, 0] = -order * (order + 1) / 4
        d[-1, -1] = order * (order + 1) / 4
        w = 2 / (order * (order + 1) * p**2)
        jac = scale * (2 + self.b) / (1 - x + self.b)**2
        self.x, self.p = x, p
        self.r = scale * (1 + x) / (1 - x + self.b)
        self.weight = w * jac
        self.derivative = d / jac[:, None]
        self.stiffness = d.T @ ((w / jac)[:, None] * d)

    def orbitals(self, potential, l):
        """Energies and normalized u; potential is given on interior nodes."""
        root = np.sqrt(self.weight[1:-1])
        h = 0.5 * self.stiffness[1:-1, 1:-1] / np.outer(root, root)
        h = h + np.diag(potential + l * (l + 1) / (2 * self.r[1:-1]**2))
        energy, vec = eigh(0.5 * (h + h.T))
        u = np.zeros((len(self.r), len(energy)))
        u[1:-1] = vec / root[:, None]
        return energy, u

    def interpolate(self, values, radius):
        radius = np.atleast_1d(radius)
        x = (radius * (1 + self.b) - self.scale) / (self.scale + radius)
        gap = x[:, None] - self.x[None, :]
        gap = np.where(gap == 0, 1e-15, gap)
        terms = 1 / (self.p[None, :] * gap)
        return (terms @ values) / terms.sum(axis=1)


def exchange_energy_density(n):
    return -0.75 * (3 / np.pi)**(1 / 3) * n**(4 / 3)


def v_x(n):
    return -np.cbrt(3 * n / np.pi)


def kernel(n):
    return -(1 / 3) * (3 / np.pi)**(1 / 3) * n**(-2 / 3)


class SodiumAtom:
    def __init__(self, grid):
        self.grid = grid
        r, w = grid.r[1:-1], grid.weight[1:-1]
        v = -(1 + (Z - 1) * np.exp(-1.5 * r)) / r
        old = np.zeros_like(r)
        converged = False
        for _ in range(400):
            es, us = grid.orbitals(v, 0)
            ep, up = grid.orbitals(v, 1)
            # occupation, angular momentum, energy, radial function
            self.shells = [(2, 0, es[0], us[:, 0]), (2, 0, es[1], us[:, 1]),
                           (6, 1, ep[0], up[:, 0]), (1, 0, es[2], us[:, 2])]
            n = sum(f * u[1:-1]**2 for f, _, _, u in self.shells)
            n = n / (4 * np.pi * r**2)
            rhs = 4 * np.pi * r * n * w
            big_u = Z * grid.r / grid.r_max
            big_u[1:-1] += np.linalg.solve(grid.stiffness[1:-1, 1:-1], rhs)
            v_h = big_u[1:-1] / r
            change = np.sum(4 * np.pi * r**2 * w * abs(n - old))
            if change < 1e-7:
                converged = True
                break
            old = n
            v = 0.6 * v + 0.4 * (-Z / r + v_h + v_x(n))
        assert converged, "self-consistency not reached"
        self.hartree_times_r = big_u
        self.kinetic = sum(
            f * (0.5 * u @ grid.stiffness @ u
                 + l * (l + 1) / 2 * np.sum(w * u[1:-1]**2 / r**2))
            for f, l, _, u in self.shells)
        volume = 4 * np.pi * r**2 * w
        self.energy = self.kinetic + np.sum(volume * (
            n * (-Z / r + 0.5 * v_h) + exchange_energy_density(n)))
        self.e3s, u3s = self.shells[3][2], self.shells[3][3]
        self.u3s = u3s * np.sign(grid.interpolate(u3s, 5.0)[0])

    def core(self, r):
        total = sum(f * self.grid.interpolate(u, r)**2
                    for f, _, _, u in self.shells[:3])
        return total / (4 * np.pi * np.atleast_1d(r)**2)

    def valence(self, r):
        u = self.grid.interpolate(self.u3s, r)
        return u**2 / (4 * np.pi * np.atleast_1d(r)**2)

    def potential(self, r):
        r = np.atleast_1d(r)
        u_h = self.grid.interpolate(self.hartree_times_r, r)
        return (u_h - Z) / r + v_x(self.core(r) + self.valence(r))


GL_X, GL_W = np.polynomial.legendre.leggauss(100)


def integrate(function, upper):
    return 0.5 * upper * np.sum(GL_W * function(0.5 * upper * (GL_X + 1)))


class PseudoOrbital:
    """Norm-conserving nodeless 3s: u = r exp(p(r)) inside rc."""
    def __init__(self, atom, rc):
        self.atom, self.rc = atom, rc
        g = atom.grid
        u = g.interpolate(atom.u3s, rc)[0]
        slope = g.interpolate(g.derivative @ atom.u3s, rc)[0] / u
        curvature = 2 * (atom.potential(rc)[0] - atom.e3s)
        p0 = np.log(u / rc)
        p1 = slope - 1 / rc
        p2 = curvature - slope**2 + 1 / rc**2
        c3 = (p2 * rc - p1) / (3 * rc**2)
        c2 = (p1 - 3 * c3 * rc**2) / (2 * rc)
        base = Polynomial([p0 - c2 * rc**2 - c3 * rc**3, 0, c2, c3])
        free = Polynomial([-rc, 1])**3 * Polynomial([rc / 3, 1])
        self.inner_norm = integrate(
            lambda r: g.interpolate(atom.u3s, r)**2, rc)

        def excess(c4):
            trial = base + c4 * free
            norm = integrate(lambda r: r**2 * np.exp(2 * trial(r)), rc)
            return np.log(norm / self.inner_norm)
        limit = 60 / rc**4
        self.p = base + brentq(excess, -limit, limit, xtol=1e-14) * free

    def u(self, r):
        r = np.atleast_1d(r)
        inside = np.minimum(r, self.rc)
        return np.where(r < self.rc, r * np.exp(self.p(inside)),
                        self.atom.grid.interpolate(self.atom.u3s, r))

    def density(self, r):
        return self.u(r)**2 / (4 * np.pi * np.atleast_1d(r)**2)

    def potential(self, r):
        s = np.minimum(r, self.rc)
        d1, d2 = self.p.deriv()(s), self.p.deriv(2)(s)
        inner = self.atom.e3s + d1 / s + 0.5 * (d1**2 + d2)
        return np.where(r < self.rc, inner, self.atom.potential(r))


def ratio_formula(nc, nv):
    # written with nv in the numerator so that an orbital node gives zero
    return (nv / (nv + nc))**(2 / 3)


def ratio_finite(nc, nv, lam):
    """Exchange-potential changes when nv becomes lam * nv."""
    return ((v_x(nc + lam * nv) - v_x(nc + nv))
            / (v_x(lam * nv) - v_x(nv)))


def half_boundary(ratio):
    """Outermost radius with ratio 1/2; also checks that it is the only one."""
    radii = np.linspace(0.05, 8.0, 1600)
    below = ratio(radii) < 0.5
    last = np.flatnonzero(below)[-1]
    assert below[:last + 1].all(), "ratio exceeds 1/2 inside the boundary"
    return brentq(lambda r: float(ratio(r)[0]) - 0.5,
                  radii[last], radii[last + 1], xtol=1e-11)


# Solver against hydrogenic levels, then the atom against the virial theorem.
grid = RadialGrid(120, 30.0, 1.5)
levels = grid.orbitals(-Z / grid.r[1:-1], 0)[0][:3]
assert np.allclose(levels, -Z**2 / (2 * np.arange(1, 4)**2), atol=1e-5)
atom = SodiumAtom(grid)
virial = -(atom.energy - atom.kinetic) / atom.kinetic
assert abs(virial - 2) < 1e-5

scan = np.linspace(0.05, 8.0, 1600)
signs = np.sign(grid.interpolate(atom.u3s, scan))
k = np.flatnonzero(signs[1:] != signs[:-1])[-1]
node = brentq(lambda r: float(grid.interpolate(atom.u3s, r)[0]),
              scan[k], scan[k + 1])

ae_boundary = half_boundary(
    lambda r: ratio_formula(atom.core(r), atom.valence(r)))
other = SodiumAtom(RadialGrid(90, 35.0, 1.2))
other_boundary = half_boundary(
    lambda r: ratio_formula(other.core(r), other.valence(r)))
assert abs(other_boundary - ae_boundary) < 5e-4

# Pseudo-orbitals: the inverted potential must have the 3s level as its lowest.
fine = RadialGrid(300, 30.0, 1.5)
pseudos, boundaries = {}, {}
for rc_angstrom in (1.1, 1.3, 1.5):
    rc = rc_angstrom / BOHR
    assert rc > node
    ps = PseudoOrbital(atom, rc)
    r_in = fine.r[1:-1]
    e_ps, u_ps = fine.orbitals(ps.potential(r_in), 0)
    assert abs(e_ps[0] - atom.e3s) < 1e-4  # kink of the potential at rc
    assert np.max(abs(abs(u_ps[1:-1, 0]) - ps.u(r_in))) < 2e-3
    pseudos[rc_angstrom] = ps
    boundaries[rc_angstrom] = half_boundary(
        lambda r: ratio_formula(atom.core(r), ps.density(r)))

main = pseudos[1.3]
edge = boundaries[1.3]

# Kernel ratio from second differences of the exchange energy density.
sample = np.array([0.3, 0.5, 0.7, 0.9, 1.1, 1.3, 1.5, 2.0, 2.5])
nc, nv = atom.core(sample / BOHR), main.density(sample / BOHR)


def second_difference(n):
    h = 1e-3 * n
    e = exchange_energy_density
    return (e(n + h) - 2 * e(n) + e(n - h)) / h**2


numeric_ratio = second_difference(nc + nv) / second_difference(nv)
formula_ratio = (1 + nc / nv)**(-2 / 3)
assert np.allclose(numeric_ratio, formula_ratio, rtol=1e-5)
assert np.allclose(second_difference(nv), kernel(nv), rtol=1e-5)

# Boundary from actual potential differences, and its threshold in nc/nv.


def finite_boundary(lam):
    return half_boundary(
        lambda r: ratio_finite(atom.core(r), main.density(r), lam))


assert abs(finite_boundary(1 - 1e-4) - edge) < 1e-3
threshold = 2**1.5 - 1
nc_edge, nv_edge = atom.core(edge)[0], main.density(edge)[0]
edge_small = finite_boundary(1 - 1e-4)
q_small = atom.core(edge_small)[0] / main.density(edge_small)[0]
assert abs(q_small - threshold) < 2e-3

edge_ten, edge_all = finite_boundary(0.9), finite_boundary(0.0)
t = max(np.roots([12, 6, -7]).real)
q_all = atom.core(edge_all)[0] / main.density(edge_all)[0]
assert abs(q_all - t**3) < 1e-6
assert edge < edge_ten < edge_all


def charge_inside(orbital, radius):
    """Integrate piecewise so that the junction at rc is a panel edge."""
    if radius <= orbital.rc:
        return integrate(lambda r: orbital.u(r)**2, radius)
    a, b = orbital.rc, radius
    r = 0.5 * (b - a) * GL_X + 0.5 * (a + b)
    return orbital.inner_norm + 0.5 * (b - a) * np.sum(
        GL_W * orbital.u(r)**2)


to_density = 1 / BOHR**3
to_kernel = HARTREE * BOHR**3
print("Sodium, exchange-only LDA, spin-restricted, nonrelativistic")
for name, shell in zip(("1s", "2s", "2p", "3s"), atom.shells):
    print(f"orbital energy {name}: {shell[2] * HARTREE:.3f} eV")
print(f"total energy: {atom.energy * HARTREE:.2f} eV")
print(f"virial ratio -V/T: {virial:.7f}")
print(f"outermost node of all-electron 3s: {node * BOHR:.4f} angstrom")
print(f"threshold nc/nv for R = 1/2: {threshold:.5f}")
print("Pseudization radius 1.3 angstrom; densities in angstrom^-3")
print("r (angstrom)  nc  nv(pseudo)  nc/nv  R(pseudo)  R(all-electron)")
ae_ratio = ratio_formula(nc, atom.valence(sample / BOHR))
for row in zip(sample, nc * to_density, nv * to_density, nc / nv,
               formula_ratio, ae_ratio):
    print("{:.1f}  {:.4e}  {:.4e}  {:.4e}  {:.4f}  {:.4f}".format(*row))
print(f"R = 1/2 boundary, all-electron 3s: {ae_boundary * BOHR:.4f} angstrom")
for rc_angstrom, value in boundaries.items():
    print(f"R = 1/2 boundary, pseudo 3s, rc = {rc_angstrom} angstrom: "
          f"{value * BOHR:.4f} angstrom")
print(f"main boundary (rc = 1.3 angstrom) in bohr: {edge:.4f} bohr")
print(f"core density at main boundary: {nc_edge * to_density:.5f} angstrom^-3")
print(f"pseudo-valence density there: {nv_edge * to_density:.5f} angstrom^-3")
print(f"kernel f_x(nv) there: {kernel(nv_edge) * to_kernel:.3f} eV angstrom^3")
print(f"kernel f_x(nc+nv) there: "
      f"{kernel(nc_edge + nv_edge) * to_kernel:.3f} eV angstrom^3")
dv_linear = v_x(0.99 * nv_edge) - v_x(nv_edge)
dv_true = v_x(nc_edge + 0.99 * nv_edge) - v_x(nc_edge + nv_edge)
print(f"1% loss of nv there, linear change of v_x: {dv_linear*HARTREE:.5f} eV")
print(f"1% loss of nv there, full change of v_x: {dv_true * HARTREE:.5f} eV")
print(f"ratio of these two changes: {dv_true / dv_linear:.4f}")
print(f"pseudo-valence charge inside main boundary: "
      f"{charge_inside(main, edge):.4f} electrons")
print(f"boundary for 10% removal of nv: {edge_ten * BOHR:.4f} angstrom")
print(f"boundary for complete removal of nv: {edge_all * BOHR:.4f} angstrom")
print(f"threshold nc/nv for complete removal: {t**3:.5f}")
print(f"pseudo-valence charge inside that boundary: "
      f"{charge_inside(main, edge_all):.4f} electrons")
print("done: every assertion held")
```

Printed output:

```
Sodium, exchange-only LDA, spin-restricted, nonrelativistic
orbital energy 1s: -1024.443 eV
orbital energy 2s: -54.633 eV
orbital energy 2p: -27.375 eV
orbital energy 3s: -2.096 eV
total energy: -4370.92 eV
virial ratio -V/T: 2.0000000
outermost node of all-electron 3s: 0.5511 angstrom
threshold nc/nv for R = 1/2: 1.82843
Pseudization radius 1.3 angstrom; densities in angstrom^-3
r (angstrom)  nc  nv(pseudo)  nc/nv  R(pseudo)  R(all-electron)
0.3  1.5633e+01  4.1839e-03  3.7365e+03  0.0042  0.0228
0.5  3.5052e+00  6.8799e-03  5.0948e+02  0.0157  0.0052
0.7  7.4452e-01  1.1020e-02  6.7561e+01  0.0597  0.0372
0.9  1.6660e-01  1.5433e-02  1.0795e+01  0.1930  0.1847
1.1  3.9660e-02  1.8001e-02  2.2032e+00  0.4602  0.4601
1.3  9.9909e-03  1.7678e-02  5.6517e-01  0.7418  0.7418
1.5  2.6385e-03  1.5525e-02  1.6995e-01  0.9006  0.9006
2.0  1.0920e-04  8.9402e-03  1.2215e-02  0.9919  0.9919
2.5  5.1156e-06  4.4131e-03  1.1592e-03  0.9992  0.9992
R = 1/2 boundary, all-electron 3s: 1.1257 angstrom
R = 1/2 boundary, pseudo 3s, rc = 1.1 angstrom: 1.1257 angstrom
R = 1/2 boundary, pseudo 3s, rc = 1.3 angstrom: 1.1257 angstrom
R = 1/2 boundary, pseudo 3s, rc = 1.5 angstrom: 1.1283 angstrom
main boundary (rc = 1.3 angstrom) in bohr: 2.1272 bohr
core density at main boundary: 0.03313 angstrom^-3
pseudo-valence density there: 0.01812 angstrom^-3
kernel f_x(nv) there: -68.522 eV angstrom^3
kernel f_x(nc+nv) there: -34.261 eV angstrom^3
1% loss of nv there, linear change of v_x: 0.01246 eV
1% loss of nv there, full change of v_x: 0.00621 eV
ratio of these two changes: 0.4989
pseudo-valence charge inside main boundary: 0.0830 electrons
boundary for 10% removal of nv: 1.1330 angstrom
boundary for complete removal of nv: 1.5003 angstrom
threshold nc/nv for complete removal: 0.16970
pseudo-valence charge inside that boundary: 0.2234 electrons
done: every assertion held
```
